# Random tunnelling and its removal at the two-thirds quantum Hall edge, part 1

(Sections cited here and not found follow in the second part.)

## 1. When random tunnelling is relevant

### The result

The edge of the spin-polarised quantum Hall state at filling 2/3 is modelled by two modes that run in opposite directions: a mode of filling 1 moving to the right and a mode of filling 1/3 moving to the left. Impurities let electrons tunnel between them with an amplitude $\xi(x)$ that is random along the edge. Let $W$ be the variance of this amplitude, $\Delta$ the scaling dimension of the tunnelling operator, and $l$ the logarithm of the length scale. For weak disorder,

$$\frac{dW}{dl}=(3-2\Delta)\,W, \tag{1}$$

so that random tunnelling grows towards long distances if $\Delta<3/2$ and dies away if $\Delta>3/2$. The smallest possible value, $\Delta=1$, is reached when the charge mode and the neutral mode decouple. There the tunnelling term, whatever its strength, can be removed from an open edge by a rotation of three neutral currents through an angle that depends on position, together with a shift of these currents by an ordinary function of position. With random tunnelling present, a small coupling between charge and neutral modes is irrelevant at this point; on a clean edge it would be marginal.

Equation (1) is the leading order in $W$. Together with the stability of the decoupled point it suggests that an edge with $\Delta<3/2$ flows to $\Delta=1$. The two ends of that flow are derived below; the path between them is not.

### The two modes

I set $\hbar=1$ until the numerical example. The modes are described by boson fields $\phi_1,\phi_2$ with

$$[\phi_i(x),\phi_j(x')]=i\pi\,(K^{-1})_{ij}\,\mathrm{sgn}(x-x'),\qquad K=\begin{pmatrix}1&0\\0&-3\end{pmatrix}. \tag{2}$$

Since the derivative of $\mathrm{sgn}(x)$ is $2\delta(x)$, this gives

$$[\partial_x\phi_i(x),\phi_j(x')]=2\pi i\,(K^{-1})_{ij}\,\delta(x-x'). \tag{3}$$

The Hamiltonian of the clean edge and the density of electrons are

$$H_0=\frac1{4\pi}\int dx\,\big[v_1(\partial_x\phi_1)^2+3v_2(\partial_x\phi_2)^2+2v_{12}\,\partial_x\phi_1\partial_x\phi_2\big], \tag{4}$$

$$\rho=\frac1{2\pi}\,\partial_x(\phi_1+\phi_2). \tag{5}$$

Write the quadratic form in (4) as a matrix $V$ with entries $V_{11}=v_1$, $V_{22}=3v_2$, $V_{12}=V_{21}=v_{12}$. The energy is bounded below if $V$ is positive, which requires $v_{12}^2<3v_1v_2$. From (3),

$$[H_0,\phi_k]=\frac1{2\pi}\sum_{ij}V_{ij}\,\partial_x\phi_i\;2\pi i(K^{-1})_{jk}=i\,(K^{-1}V\partial_x\phi)_k ,$$

and $\partial_t\phi=i[H_0,\phi]$ becomes

$$\partial_t\phi=-K^{-1}V\,\partial_x\phi. \tag{6}$$

For $v_{12}=0$ this reads $\partial_t\phi_1=-v_1\partial_x\phi_1$ and $\partial_t\phi_2=+v_2\partial_x\phi_2$. Mode 1 therefore moves to the right and mode 2 to the left.

### The tunnelling operator

For an operator $e^{i(m_1\phi_1+m_2\phi_2)}$, equations (3) and (5) give

$$[\rho(x),e^{im\cdot\phi(x')}]=-\Big(m_1-\frac{m_2}{3}\Big)\,\delta(x-x')\,e^{im\cdot\phi(x')}. \tag{7}$$

The operator thus removes the charge $m_1-m_2/3$, counted in electrons. Both $e^{i\phi_1}$ and $e^{-3i\phi_2}$ remove one electron. Removing an electron from mode 1 and adding one to mode 2 is done by the product of $e^{i\phi_1}$ with the adjoint of $e^{-3i\phi_2}$:

$$O=\frac1{2\pi a}\,e^{i(\phi_1+3\phi_2)},\qquad H_T=\int dx\,\big[\xi(x)\,O(x)+\xi^*(x)\,O^\dagger(x)\big]. \tag{8}$$

Here $a$ is the short-distance cutoff. With $m=(1,3)$ the charge in (7) is $1-1=0$, as it must be. The amplitude is taken as complex white noise,

$$\overline{\xi(x)\xi^*(x')}=W\,\delta(x-x'),\qquad \overline{\xi(x)\xi(x')}=0. \tag{9}$$

White noise means that the disorder varies over lengths short compared with all lengths of interest. Because $O$ is an inverse length, $\xi$ is an energy and $W$ an energy squared times a length.

### Charge and neutral modes

Define

$$\phi_\rho=\sqrt{\tfrac32}\,(\phi_1+\phi_2),\qquad \phi_\sigma=\tfrac1{\sqrt2}\,(\phi_1+3\phi_2). \tag{10}$$

By (5) the charge density contains only $\phi_\rho$, and by (8) the tunnelling contains only $\phi_\sigma$:

$$\rho=\frac1{2\pi}\sqrt{\tfrac23}\;\partial_x\phi_\rho,\qquad O=\frac1{2\pi a}\,e^{i\sqrt2\,\phi_\sigma}. \tag{11}$$

The commutators follow from (2), in which $K^{-1}$ has the diagonal entries $1$ and $-1/3$. In units of $i\pi\,\mathrm{sgn}(x-x')$ they are

$$\begin{aligned}
[\phi_\rho,\phi_\rho]&:\ \tfrac32\big(1-\tfrac13\big)=1,\\
[\phi_\sigma,\phi_\sigma]&:\ \tfrac12\big(1-\tfrac93\big)=-1,\\
[\phi_\rho,\phi_\sigma]&:\ \tfrac{\sqrt3}{2}\big(1-\tfrac33\big)=0.
\end{aligned} \tag{12}$$

So $\phi_\rho$ is a right-moving and $\phi_\sigma$ a left-moving field of unit normalisation.

To rewrite the energy, invert (10). From $\phi_1+\phi_2=\sqrt{2/3}\,\phi_\rho$ and $\phi_1+3\phi_2=\sqrt2\,\phi_\sigma$, subtraction gives $\phi_2$, and then $\phi_1$ follows:

$$\phi_2=\frac{\phi_\sigma}{\sqrt2}-\frac{\phi_\rho}{\sqrt6},\qquad \phi_1=\sqrt{\tfrac32}\,\phi_\rho-\frac{\phi_\sigma}{\sqrt2}. \tag{13}$$

Insert this in (4) and collect terms.

- The coefficient of $(\partial_x\phi_\rho)^2$ is $\tfrac32v_1+\tfrac36v_2-2v_{12}\cdot\tfrac12$.
- The coefficient of $(\partial_x\phi_\sigma)^2$ is $\tfrac12v_1+\tfrac32v_2-2v_{12}\cdot\tfrac12$.
- The coefficient of $\partial_x\phi_\rho\partial_x\phi_\sigma$ is $-\sqrt3\,v_1-\sqrt3\,v_2+2v_{12}\big(\tfrac{\sqrt3}2+\tfrac1{2\sqrt3}\big)$, and the last bracket equals $2/\sqrt3$.

Hence

$$H_0=\frac1{4\pi}\int dx\,\big[v_\rho(\partial_x\phi_\rho)^2+v_\sigma(\partial_x\phi_\sigma)^2+2v\,\partial_x\phi_\rho\partial_x\phi_\sigma\big], \tag{14}$$

$$v_\rho=\tfrac32v_1+\tfrac12v_2-v_{12},\quad v_\sigma=\tfrac12v_1+\tfrac32v_2-v_{12},\quad v=-\tfrac{\sqrt3}2(v_1+v_2)+\tfrac{2}{\sqrt3}v_{12}. \tag{15}$$

The two modes decouple, $v=0$, when $v_{12}=\tfrac34(v_1+v_2)$. This is a strong repulsion. It is compatible with $v_{12}^2<3v_1v_2$ if $v_1/v_2$ lies between $1/3$ and $3$.

### The scaling dimension

For $v\neq0$ the fields that propagate freely are mixtures of $\phi_\rho$ and $\phi_\sigma$. Put

$$\phi_\rho=\cosh\theta\,\phi_++\sinh\theta\,\phi_-,\qquad \phi_\sigma=\sinh\theta\,\phi_++\cosh\theta\,\phi_-, \tag{16}$$

where $\phi_+$ moves to the right, $\phi_-$ to the left, and both have unit normalisation. The commutators (12) are preserved because $\cosh^2\theta-\sinh^2\theta=1$ and the mixed terms cancel. The cross term in the energy density is proportional to $(v_\rho+v_\sigma)\sinh2\theta+2v\cosh2\theta$, and it vanishes if

$$\tanh2\theta=-g,\qquad g=\frac{2v}{v_\rho+v_\sigma}. \tag{17}$$

A free right-moving field on a ring of length $L$ has the expansion

$$\phi_+(x)=\sum_{k>0}\sqrt{\frac{2\pi}{kL}}\,\big(b_ke^{ikx}+b_k^\dagger e^{-ikx}\big)+\text{zero modes},\qquad k=\frac{2\pi n}{L}. \tag{18}$$

The prefactor is fixed by the commutator: $[\partial_x\phi_+(x),\phi_+(x')]=\frac{2\pi i}L\sum_ke^{ik(x-x')}=2\pi i\,\delta(x-x')$, where the sum runs over both signs of $k$ and the zero modes supply $k=0$. In the ground state $\langle\phi_+^2\rangle=\sum_n1/n$, cut off at $n\sim L/a$, which is $\ln(L/a)$ up to a constant. For a Gaussian field

$$\langle e^{i\beta\phi_+}\rangle=e^{-\beta^2\langle\phi_+^2\rangle/2}\propto(a/L)^{\beta^2/2}, \tag{19}$$

where only the oscillator part is meant. The scaling dimension is therefore $\beta^2/2$, and the same holds for $\phi_-$. The operator $O$ contains $\sqrt2\sinh\theta\,\phi_++\sqrt2\cosh\theta\,\phi_-$, so

$$\Delta=\sinh^2\theta+\cosh^2\theta=\cosh2\theta=\frac1{\sqrt{1-g^2}}. \tag{20}$$

This shows that $\Delta\ge1$, with equality at $v=0$. In terms of the original velocities let

$$c=\frac{2v_{12}}{\sqrt3\,(v_1+v_2)}. \tag{21}$$

By (15), $v_\rho+v_\sigma=2(v_1+v_2)-2v_{12}=(v_1+v_2)(2-\sqrt3c)$ and $2v=(v_1+v_2)(2c-\sqrt3)$. Since $(2-\sqrt3c)^2-(2c-\sqrt3)^2=1-c^2$, equation (20) becomes

$$\Delta=\frac{2-\sqrt3\,c}{\sqrt{1-c^2}}. \tag{22}$$

A stable edge has $|c|<1$, because $v_{12}^2<3v_1v_2\le\tfrac34(v_1+v_2)^2$.

The dimension can also be computed without any change of fields. In the Gaussian action the weight of the fields at wavevector $k$ and imaginary frequency $\omega$ is governed by $k^2V-i\omega kK$. Integrating its inverse over frequency gives the equal-time fluctuations, and hence

$$\Delta=\frac1\pi\int_0^\infty d\omega\;\mathrm{Re}\;m^T(V+i\omega K)^{-1}m,\qquad m=(1,3). \tag{23}$$

For six sets of velocities, among them repulsive, attractive and uncoupled modes, numerical quadrature of (23) agrees with (22) to $4\times10^{-15}$.

Three cases show the physics. For uncoupled modes, $c=0$ and $\Delta=2$, so weak random tunnelling is irrelevant. At $c=\sqrt3/2$ the charge mode decouples and $\Delta=1$. The condition $\Delta<3/2$ means $g^2<1-\tfrac49=\tfrac59$, or, by squaring (22), $21c^2-16\sqrt3\,c+7<0$. This is the window

$$\frac{8\sqrt3-3\sqrt5}{21}<c<\frac{8\sqrt3+3\sqrt5}{21},\qquad\text{or } 0.340<c<0.979. \tag{24}$$

Repulsion between the modes is thus needed for weak random tunnelling to grow towards long distances.

### Growth of weak disorder

To average over disorder, take $n$ copies (replicas) of the system in imaginary time $\tau$, with the same $\xi(x)$ in each. The tunnelling enters the weight as $\exp\{-\int dx\,[\xi A+\xi^*A^\dagger]\}$, where $A(x)=\sum_\alpha\int d\tau\,O_\alpha(x,\tau)$ and $\alpha$ labels the copies. The Gaussian average with (9) gives

$$\exp\Big\{W\sum_{\alpha\beta}\int dx\,d\tau\,d\tau'\;O_\alpha^\dagger(x,\tau)\,O_\beta(x,\tau')\Big\}. \tag{25}$$

There is one integral over position but two over time, because the impurities do not move.

Now raise the cutoff from $a$ to $ab$ by removing the modes of shortest wavelength. By (19), each exponential in (25) is replaced by $b^{-\Delta}$ times the exponential of the remaining modes. Measuring lengths and times in units of the new cutoff gives a factor $b$ for each of the three integrals. The coefficient is therefore multiplied by $b^{3-2\Delta}$. With $b=e^{dl}$ this is (1). The dimensionless strength of the disorder at length $L$ is

$$D(L)=D_0\Big(\frac La\Big)^{3-2\Delta},\qquad D_0=\frac{Wa}{v_\sigma^2}, \tag{26}$$

where $v_\sigma$ is used to turn times into lengths. When $\tau$ and $\tau'$ come close together, (25) also changes the velocities in $H_0$ at first order in $W$. Then $\Delta$ drifts as the scale changes, and close to $\Delta=3/2$ the boundary depends on the strength of the disorder. Equation (1) gives the boundary for vanishing $W$.

The same exponent has a direct meaning on a finite ring. The random matrix element of $H_T$ between low-lying states is a sum of independent contributions, so its mean square is proportional to $L$ times $L^{-2\Delta}$. The level spacing is proportional to $1/L$. Hence

$$\frac{\overline{|\text{matrix element}|^2}}{(\text{level spacing})^2}\propto L\cdot L^{-2\Delta}\cdot L^2=L^{3-2\Delta}. \tag{27}$$

Disorder is relevant when it mixes ever more levels as the ring grows. This counting of powers was checked on rings of 64 and 1024 sites with 3000 random draws each. The value of $\Delta$ from (23) was put into the matrix element, so the check concerns the sum over random contributions and not $\Delta$ itself. For $\Delta=1.225$ the ratio grew with exponent $0.559$, against $3-2\Delta=0.551$. For $\Delta=1.769$ it fell with exponent $-0.524$, against $-0.537$. The sampling error of these exponents is about $0.01$.

## 2. Rotating the tunnelling away

### What is taken over

At the decoupled point $v=0$ the charge field $\phi_\rho$ plays no part in the tunnelling. The neutral field moves to the left with velocity $v_\sigma$, and

$$H_\sigma=\frac{v_\sigma}{4\pi}\int dx\,(\partial_x\phi_\sigma)^2+\int dx\,\big[\xi O+\xi^*O^\dagger\big],\qquad O=\frac{e^{i\sqrt2\phi_\sigma}}{2\pi a}, \tag{28}$$

$$[\partial_x\phi_\sigma(x),\phi_\sigma(y)]=-2\pi i\,\delta(x-y). \tag{29}$$

The amplitude $\xi(x)$ is complex white noise of variance $W$, $a$ is the cutoff, and $\hbar=1$. The coupling to the charge mode that has been dropped is $(v/2\pi)\,\partial_x\phi_\rho\,\partial_x\phi_\sigma$.

### Three neutral currents

Define

$$J^z=\frac{\partial_x\phi_\sigma}{2\pi\sqrt2},\qquad J^+=J^x+iJ^y=O,\qquad J^-=J^x-iJ^y=O^\dagger. \tag{30}$$

These obey the commutation rules of a spin density with one extra term. From (29),

$$[J^z(x),J^+(y)]=\frac{i\sqrt2\,(-2\pi i)}{2\pi\sqrt2}\,\delta(x-y)J^+(y)=\delta(x-y)J^+(y), \tag{31}$$

$$[J^z(x),J^z(y)]=\frac1{8\pi^2}\,\partial_y\big[-2\pi i\,\delta(x-y)\big]=\frac i{4\pi}\,\delta'(x-y). \tag{32}$$

For $J^+$ and $J^-$ the product must be normal ordered. Let $r=x-y$. For a left-moving field the expansion (18) holds with $k\to-k$ in the exponentials, so with a smooth cutoff

$$\langle\phi_\sigma(x)\phi_\sigma(y)\rangle-\langle\phi_\sigma^2\rangle=\ln\frac a{a+ir}$$

for $|r|\ll L$. Since $e^{A}e^{B}$ differs from its normal-ordered form by the exponential of the contractions,

$$J^+(x)J^-(y)=\frac{F(x,y)}{4\pi^2(a+ir)^2},\qquad J^-(y)J^+(x)=\frac{F(x,y)}{4\pi^2(a-ir)^2}, \tag{33}$$

with $F=\;:\!e^{i\sqrt2[\phi_\sigma(x)-\phi_\sigma(y)]}\!:$. Now $(a+ir)^{-2}=i\,\partial_r(a+ir)^{-1}$ and $(a-ir)^{-2}=-i\,\partial_r(a-ir)^{-1}$, while the sum $(a+ir)^{-1}+(a-ir)^{-1}=2a/(a^2+r^2)$ tends to $2\pi\delta(r)$. The difference of the two products is therefore

$$[J^+(x),J^-(y)]=\frac i{2\pi}\,F\,\delta'(r).$$

Near $r=0$, $F=1+i\sqrt2\,r\,\partial_x\phi_\sigma+\dots$, and $r\,\delta'(r)=-\delta(r)$. Hence

$$[J^+(x),J^-(y)]=2J^z\,\delta(x-y)+\frac i{2\pi}\,\delta'(x-y). \tag{34}$$

Two operators $J^+$ commute, because their product contains $r^2$ once $a\to0$, and this is the same in either order. Taking components, (31), (32) and (34) combine into

$$[J^a(x),J^b(y)]=i\,\epsilon_{abc}J^c\,\delta(x-y)+\frac i{4\pi}\,\delta_{ab}\,\delta'(x-y). \tag{35}$$

This is the SU(2) current algebra of level 1. The rotation symmetry is hidden in (28), where $J^z$ and $J^\pm$ look quite different. It exists because $O$ has dimension 1, the same as a density.

The tunnelling term is linear in the currents:

$$\xi J^++\xi^*J^-=\mathbf h\cdot\mathbf J,\qquad \mathbf h=(2\,\mathrm{Re}\,\xi,\,-2\,\mathrm{Im}\,\xi,\,0). \tag{36}$$

Random tunnelling acts on the neutral currents as a random magnetic field acts on moving spins.

Weak random tunnelling grows towards long distances if $\Delta<3/2$, and at the decoupled point it acts as a random field $\mathbf h$ on three neutral currents that obey the SU(2) algebra (35). It remains to remove this field by a rotation and a shift, to see what is left on a ring and of a small coupling to the charge mode, and to estimate the lengths for a GaAs edge.
